# Why Multiple Links Suppress Contact Errors Between Quantum Hall Resistors: a numerical check

```python
# RESULT UNDER TEST
# N quantum Hall devices in series, neighbours joined by m separate links.
# Link k has total resistance R_k = rho_k * R_H (two contacts plus wire).
#   R_measured = N R_H + sum over junctions of 2 R_H P/(1-P),
#   P = product over links of rho_k/(2 + rho_k).
# R_H: Hall resistance h/(i e^2); i: number of edge channels.
# The network solver works in units R_H = 1 and solves Kirchhoff's laws for
# all contacts at once; it does not use the link-by-link recursion.
import numpy as np
from mpmath import mp, mpf
from scipy import constants as const

mp.dps = 60


# ---- Microscopic check of one-way transport between contacts -------------
def lattice_transmissions(flux):
    """Transmission between four absorbing pads on a lattice in a field.
    Energies are in units of the hopping; flux is in quanta per cell."""
    nx, ny, energy, eta = 48, 16, -2.65, 0.6
    site = np.arange(nx * ny).reshape(nx, ny)
    ham = np.zeros((nx * ny, nx * ny), complex)
    for x in range(nx):
        for y in range(ny):
            if x + 1 < nx:
                hop = -np.exp(2j * np.pi * flux * y)
                ham[site[x + 1, y], site[x, y]] = hop
                ham[site[x, y], site[x + 1, y]] = np.conj(hop)
            if y + 1 < ny:
                ham[site[x, y + 1], site[x, y]] = -1
                ham[site[x, y], site[x, y + 1]] = -1
    pads = [site[3:17, 12:].ravel(), site[31:45, 12:].ravel(),
            site[31:45, :4].ravel(), site[3:17, :4].ravel()]
    absorb = np.zeros(nx * ny)
    for pad in pads:
        absorb[pad] = eta
    green = np.linalg.inv(energy * np.eye(nx * ny) - ham
                          + 1j * np.diag(absorb))
    trans = np.zeros((4, 4))
    for i in range(4):
        for j in range(4):
            if i != j:
                block = green[np.ix_(pads[i], pads[j])]
                trans[i, j] = 4 * eta**2 * np.sum(np.abs(block)**2)
    return trans


trans = lattice_transmissions(1 / 8)
clockwise = np.roll(np.eye(4), 1, axis=0)
if np.sum(trans * clockwise) < np.sum(trans * clockwise.T):
    clockwise = clockwise.T
forward_min = trans[clockwise == 1].min()
other_max = trans[clockwise == 0].max()
assert np.abs(trans - clockwise).max() < 0.02


# ---- Full contact network ------------------------------------------------
def device_matrix(reflection, field):
    """Conductance matrix of a ring of contacts; reflection[channel][contact]
    is the fraction of an arriving channel that passes the contact by."""
    n = len(reflection[0])
    one, shift, total = mp.eye(n), mp.zeros(n), mp.zeros(n)
    for j in range(n):
        shift[j, (j - field) % n] = 1
    for channel in reflection:
        refl = mp.diag(channel)
        total += (one - shift) * mp.inverse(one - refl * shift) * (one - refl)
    return total / len(reflection)


def solve_chain(junctions, crossed=True, link_reflection=(0,), fields=None,
                edge_leak=0, cable_leak=0, use_probes=True):
    """Return R_measured/(N R_H) and the currents in the first junction.
    junctions[d] lists the link resistances between devices d and d+1."""
    count = len(junctions) + 1
    fields = fields or [1] * count
    rings = []
    for d in range(count):
        left = (["source", "probe_high"] if d == 0 else
                [("in", d - 1, k) for k in range(len(junctions[d - 1]))])
        right = (["drain", "probe_low"] if d == count - 1 else
                 [("out", d, k) for k in range(len(junctions[d]))])
        rings.append(left + [("edge1", d)] + right + [("edge2", d)])
    index = {name: n for n, name in enumerate(sum(rings, []))}
    matrix = mp.zeros(len(index))

    def connect(first, second, conductance):
        p, q = index[first], index[second]
        matrix[p, p] += conductance
        matrix[q, q] += conductance
        matrix[p, q] -= conductance
        matrix[q, p] -= conductance

    for d, ring in enumerate(rings):
        reflection = [[mpf(f) if name[0] in ("in", "out") else mpf(0)
                       for name in ring] for f in link_reflection]
        block = device_matrix(reflection, fields[d])
        for p, first in enumerate(ring):
            for q, second in enumerate(ring):
                matrix[index[first], index[second]] += block[p, q]
        connect(("edge1", d), ("edge2", d), mpf(edge_leak))
    for d, links in enumerate(junctions):
        for k, rho in enumerate(links):
            partner = k if crossed else len(links) - 1 - k
            connect(("out", d, k), ("in", d, partner), 1 / mpf(rho))
    connect("source", "drain", mpf(cable_leak))
    inflow = mp.zeros(len(index), 1)
    inflow[index["source"]] = 1
    ground = index["drain"]
    for q in range(len(index)):
        matrix[ground, q] = 1 if q == ground else 0
    volt = mp.lu_solve(matrix, inflow)
    high, low = (("probe_high", "probe_low") if use_probes
                 else ("source", "drain"))
    shares = []
    for k, rho in enumerate(junctions[0]):
        partner = k if crossed else len(junctions[0]) - 1 - k
        shares.append((volt[index[("out", 0, k)]]
                       - volt[index[("in", 0, partner)]]) / mpf(rho))
    return (volt[index[high]] - volt[index[low]]) / count, shares


def mismatch_left(links):
    product = mpf(1)
    for rho in links:
        product *= mpf(rho) / (2 + mpf(rho))
    return product


def formula_error(junctions):
    total = mpf(0)
    for links in junctions:
        left = mismatch_left(links)
        total += 2 * left / (1 - left)
    return total / (len(junctions) + 1)


# Unequal links, from very good to very bad, in chains of 2 to 4 devices
rng = np.random.default_rng(7)
worst_formula = 0.0
for devices in (2, 3, 4):
    for m in (1, 2, 3, 4):
        trial = [[float(10**rng.uniform(-4, 0.5)) for _ in range(m)]
                 for _ in range(devices - 1)]
        ratio, shares = solve_chain(trial)
        expected = formula_error(trial)
        mismatch = abs((ratio - 1) / expected - 1)
        worst_formula = max(worst_formula, float(mismatch))
        assert mismatch < mpf(10)**-20
        for k in range(m):
            share = ((mismatch_left(trial[0][:k])
                      - mismatch_left(trial[0][:k + 1]))
                     / (1 - mismatch_left(trial[0])))
            assert abs(shares[k] / share - 1) < mpf(10)**-20

# Link order and field direction, with almost ideal links
uncrossed = {}
for m in (2, 3):
    ratio, _ = solve_chain([[1e-12] * m], crossed=False)
    uncrossed[m] = float(2 * ratio)
    assert abs(2 * ratio - mpf(m + 1) / m) < 1e-9
sample = [[0.02, 0.3, 0.07]]
normal, _ = solve_chain(sample)
both_reversed, _ = solve_chain(sample, fields=[-1, -1], use_probes=False)
assert abs(both_reversed - normal) < mpf(10)**-25
one_reversed, _ = solve_chain([[1e-12] * 2], fields=[1, -1],
                              use_probes=False)
assert abs(one_reversed - mpf(3) / 4) < 1e-9

# ---- Worked example: two GaAs Hall bars (rough typical parameters) -------
filling = 2
r_hall = const.h / (filling * const.e**2)
link_ohm = [5.0, 8.0, 6.0]
rhos = [r / r_hall for r in link_ohm]
errors, share_table = [], []
for m in (1, 2, 3):
    ratio, shares = solve_chain([rhos[:m]])
    errors.append(float(ratio - 1))
    share_table.append([float(s) for s in shares])
    simple = np.prod([rho / 2 for rho in rhos[:m]])
    assert abs(errors[-1] / simple - 1) < 2e-3
plain_parallel = 1 / sum(1 / r for r in link_ohm) / (2 * r_hall)
open_ratio, _ = solve_chain([[rhos[0], 1e12 / r_hall, rhos[2]]])
open_error = float(open_ratio - 1)
two_good = float(formula_error([[rhos[0], rhos[2]]]))
assert abs(open_error / two_good - 1) < 1e-6
array_ratio, _ = solve_chain([rhos[:2]] * 9)
array_error = float(array_ratio - 1)
assert abs(array_error / float(formula_error([rhos[:2]] * 9)) - 1) < 1e-12

# Unequal channels: same mean reflection, spread evenly or in one channel
mean_reflection = mpf(rhos[0]) / (2 + mpf(rhos[0]))
wire = mpf(10)**-30
channel_error = []
for pattern in ([mean_reflection] * 2, [2 * mean_reflection, mpf(0)]):
    ratio, _ = solve_chain([[wire] * 3], link_reflection=pattern)
    average = sum(f**3 for f in pattern) / 2
    assert abs((ratio - 1) / (average / (1 - average)) - 1) < 1e-8
    channel_error.append(float(ratio - 1))

# Floors set by dissipation in the devices and by cable insulation
rho_xx, length_um, width_um, cable_ohm = 1e-5, 2000.0, 400.0, 1e13
triple, _ = solve_chain([rhos])
# sigma_xx = rho_xx/(rho_xx^2 + R_H^2), here times R_H and L/W
leak = length_um / width_um * rho_xx * r_hall / (rho_xx**2 + r_hall**2)
lossy, _ = solve_chain([rhos], edge_leak=leak)
loss_shift = float(lossy - triple)
assert abs(loss_shift / (length_um / width_um * rho_xx / r_hall) - 1) < 0.01
leaky, _ = solve_chain([rhos], cable_leak=r_hall / cable_ohm)
cable_shift = float(leaky - triple)
assert abs(cable_shift / (-2 * r_hall / cable_ohm) - 1) < 0.01

# Temperature and breakdown
density_cm2, mass_ratio, g_factor, temperature = 4.8e11, 0.067, 0.44, 1.3
current, critical_density = 40e-6, 0.5
field_tesla = density_cm2 * 1e4 * const.h / (filling * const.e)
cyclotron = const.hbar * field_tesla / (mass_ratio * const.m_e)
bohr_ev = const.physical_constants["Bohr magneton in eV/T"][0]
gap_ev = cyclotron - g_factor * bohr_ev * field_tesla
thermal_ev = const.k * temperature / const.e
log10_thermal = -gap_ev / (2 * thermal_ev) / np.log(10)
breakdown_fraction = current / (critical_density * width_um * 1e-6)
assert log10_thermal < -12 and breakdown_fraction < 1

# ---- Output --------------------------------------------------------------
print(f"lattice: smallest forward transmission = {forward_min:.5f}")
print(f"lattice: largest other transmission = {other_max:.1e}")
print(f"network vs formula, worst relative mismatch = {worst_formula:.1e}")
print(f"uncrossed ideal links, m=2: R/R_H = {uncrossed[2]:.6f}")
print(f"uncrossed ideal links, m=3: R/R_H = {uncrossed[3]:.6f}")
print(f"one field reversed, m=2: R/R_H = {float(2 * one_reversed):.6f}")
print(f"Hall resistance R_H (i={filling}) = {r_hall:.4f} ohm")
print(f"ideal series value 2 R_H = {2 * r_hall:.4f} ohm")
for k, (r, rho) in enumerate(zip(link_ohm, rhos), 1):
    print(f"link {k}: R = {r:.1f} ohm, factor R/(2R_H+R) = "
          f"{rho / (2 + rho):.4e}")
for m in (1, 2, 3):
    print(f"{m} link(s): relative error = {errors[m - 1]:.4e}, "
          f"excess = {errors[m - 1] * 2 * r_hall:.3e} ohm")
for k, share in enumerate(share_table[2], 1):
    print(f"three links: current share of link {k} = {share:.4e}")
print(f"ordinary parallel wires: relative error = {plain_parallel:.3e}")
print(f"three links, middle one open: error = {open_error:.3e}")
print(f"ten devices, links 1 and 2 only: error = {array_error:.3e}")
print(f"mean reflection per contact = {float(mean_reflection):.4e}")
print(f"three links, equal channels: error = {channel_error[0]:.3e}")
print(f"three links, one bad channel: error = {channel_error[1]:.3e}")
print(f"ratio of these two = {channel_error[1] / channel_error[0]:.4f}")
print(f"rho_xx (rough) = {rho_xx * 1e6:.1f} microohm per square")
print(f"device length = {length_um:.0f} um, width = {width_um:.0f} um")
print(f"dissipation shift = {loss_shift:+.2e} (relative)")
print(f"cable insulation (rough) = {cable_ohm:.0e} ohm")
print(f"cable leakage shift = {cable_shift:+.2e} (relative)")
print(f"electron density (rough) = {density_cm2:.2e} cm^-2")
print(f"effective mass (rough) = {mass_ratio:.3f} m_e")
print(f"size of g factor (rough) = {g_factor:.2f}")
print(f"plateau-centre field = {field_tesla:.2f} T")
print(f"Landau gap less Zeeman energy = {gap_ev * 1e3:.2f} meV")
print(f"temperature = {temperature:.1f} K, kT = {thermal_ev * 1e3:.3f} meV")
print(f"log10 of exp(-gap/2kT) = {log10_thermal:.1f}")
print(f"measuring current = {current * 1e6:.0f} uA")
print(f"breakdown line density (rough) = {critical_density:.1f} A/m")
print(f"current / breakdown current = {breakdown_fraction:.2f}")
print("every check passed")
```

Printed output:

```
lattice: smallest forward transmission = 1.00000
lattice: largest other transmission = 2.8e-05
network vs formula, worst relative mismatch = 2.1e-53
uncrossed ideal links, m=2: R/R_H = 1.500000
uncrossed ideal links, m=3: R/R_H = 1.333333
one field reversed, m=2: R/R_H = 1.500000
Hall resistance R_H (i=2) = 12906.4037 ohm
ideal series value 2 R_H = 25812.8075 ohm
link 1: R = 5.0 ohm, factor R/(2R_H+R) = 1.9366e-04
link 2: R = 8.0 ohm, factor R/(2R_H+R) = 3.0983e-04
link 3: R = 6.0 ohm, factor R/(2R_H+R) = 2.3239e-04
1 link(s): relative error = 1.9370e-04, excess = 5.000e+00 ohm
2 link(s): relative error = 6.0003e-08, excess = 1.549e-03 ohm
3 link(s): relative error = 1.3944e-11, excess = 3.599e-07 ohm
three links: current share of link 1 = 9.9981e-01
three links: current share of link 2 = 1.9360e-04
three links: current share of link 3 = 5.9989e-08
ordinary parallel wires: relative error = 7.879e-05
three links, middle one open: error = 4.501e-08
ten devices, links 1 and 2 only: error = 1.080e-07
mean reflection per contact = 1.9366e-04
three links, equal channels: error = 7.264e-12
three links, one bad channel: error = 2.905e-11
ratio of these two = 4.0000
rho_xx (rough) = 10.0 microohm per square
device length = 2000 um, width = 400 um
dissipation shift = +3.87e-09 (relative)
cable insulation (rough) = 1e+13 ohm
cable leakage shift = -2.58e-09 (relative)
electron density (rough) = 4.80e+11 cm^-2
effective mass (rough) = 0.067 m_e
size of g factor (rough) = 0.44
plateau-centre field = 9.93 T
Landau gap less Zeeman energy = 16.90 meV
temperature = 1.3 K, kT = 0.112 meV
log10 of exp(-gap/2kT) = -32.8
measuring current = 40 uA
breakdown line density (rough) = 0.5 A/m
current / breakdown current = 0.20
every check passed
```
